# Detailed Balance of Golden-Rule Rates and Its Loss in Classical Mean-Surface Averaging, part 1

(Sections cited here and not found follow in the second part.)

## Part I. Detailed balance of the quantum rates

### Two electronic states in a thermal environment

An electron sits on a donor site in a solid or a liquid and can hop to an acceptor site. The nuclei feel different forces in the two charge states, and they exchange energy with a large environment at temperature $T$. If the electronic coupling between the states is weak, the population leaks slowly from state 1 to state 2 with a rate $k_{12}$ and back with a rate $k_{21}$. The populations then obey

$$\dot p_1=-k_{12}p_1+k_{21}p_2,\qquad p_1+p_2=1, \tag{1}$$

provided the nuclei re-equilibrate on each surface much faster than hops occur. The stationary solution of (1) has $p_2/p_1=k_{12}/k_{21}$. Statistical mechanics fixes the same ratio with no reference to dynamics, so the two rates cannot be independent, and an approximate rate formula that breaks the link between them drives the system to a wrong equilibrium.

The algebra uses atomic units, $\hbar=1$, and $\beta=1/k_BT$. Nuclear coordinates $q$ and momenta $p$ are mass weighted. The Hamiltonian is

$$H=|1\rangle H_1\langle1|+|2\rangle H_2\langle2|+\Delta\,V(q)\big(|1\rangle\langle2|+|2\rangle\langle1|\big), \tag{2}$$

where $H_a=\sum p^2/2+W_a(q)$ is the nuclear Hamiltonian on surface $a$, $\Delta$ is a small energy, and $V(q)$ is a real dimensionless function ($V=1$ is the Condon approximation). With $Z_a=\mathrm{Tr}\,e^{-\beta H_a}$, a trace over nuclei, the equilibrium populations at zeroth order in $\Delta$ are $p_a\propto Z_a$. Detailed balance is therefore the statement

$$\frac{k_{12}}{k_{21}}=\frac{Z_2}{Z_1}=e^{-\beta(F_2-F_1)},\qquad F_a=-\beta^{-1}\ln Z_a. \tag{3}$$

### The golden-rule rate as a correlation function

Start in state 1 with the nuclei in $\rho_1=e^{-\beta H_1}/Z_1$. In the interaction picture with respect to the first two terms of (2), the part of the coupling that takes 1 to 2 is $\Delta\,e^{iH_2s}Ve^{-iH_1s}$, and the first-order amplitude operator after a time $\mathcal T$ is $M=-i\Delta\int_0^{\mathcal T}e^{iH_2s}Ve^{-iH_1s}ds$. The population of state 2 is $\mathrm{Tr}[M\rho_1M^\dagger]$:

$$p_2(\mathcal T)=\Delta^2\int_0^{\mathcal T}\!ds\int_0^{\mathcal T}\!ds'\;\mathrm{Tr}\big[e^{iH_2s}Ve^{-iH_1s}\rho_1e^{iH_1s'}Ve^{-iH_2s'}\big]. \tag{4}$$

Since $\rho_1$ commutes with $H_1$, the middle factors combine to $\rho_1e^{iH_1(s'-s)}$. Moving $e^{iH_2s}V$ cyclically from the front of the trace to the back gives a function of $s'-s$ alone,

$$C_{12}(t)=\frac1{Z_1}\mathrm{Tr}\big[e^{-\beta H_1}e^{iH_1t}Ve^{-iH_2t}V\big]. \tag{5}$$

In the square of integration the line $s'-s=t$ has weight $\mathcal T-|t|$, so $p_2=\Delta^2\int_{-\mathcal T}^{\mathcal T}(\mathcal T-|t|)C_{12}(t)dt$, and its derivative is $\dot p_2=\Delta^2\int_{-\mathcal T}^{\mathcal T}C_{12}(t)dt$ because the weight vanishes at the limits. When $C_{12}$ decays within a time short compared with $1/k_{12}$, this derivative reaches a plateau, which defines the rate:

$$k_{12}=\Delta^2\int_{-\infty}^{\infty}C_{12}(t)\,dt,\qquad k_{21}=\Delta^2\int_{-\infty}^{\infty}C_{21}(t)\,dt, \tag{6}$$

with $C_{21}$ obtained from (5) by exchanging the labels.

For a finite system let $|a\rangle,E_a$ be the eigenstates and energies of $H_1$, and $|b\rangle,E_b$ those of $H_2$. Inserting both complete sets into (5), and allowing a complex time $z=t-i\tau$ so that $iz=it+\tau$,

$$Z_1C_{12}(t-i\tau)=\sum_{a,b}|V_{ab}|^2\,e^{-(\beta-\tau)E_a}\,e^{-\tau E_b}\,e^{i(E_a-E_b)t},\qquad V_{ab}=\langle a|V|b\rangle. \tag{7}$$

At $\tau=0$ the time integral formally gives $Z_1k_{12}=2\pi\Delta^2\sum|V_{ab}|^2e^{-\beta E_a}\delta(E_a-E_b)$, and on the support of the delta function $e^{-\beta E_a}$ may be replaced by $e^{-\beta E_b}$, which turns the sum into $Z_2k_{21}$. This shows the physical origin of (3): each transition conserves energy and has the same squared matrix element in both directions. It is not yet a proof, because for a discrete spectrum $C_{12}$ does not decay and (6) does not converge, while for an infinite bath the spectrum becomes continuous and $Z_1$, $Z_2$ do not exist separately. A property of $C_{12}$ that survives the limit is needed.

### Analyticity and the Kubo-Martin-Schwinger condition

Assume for the finite system that $\langle V^2\rangle_a=\mathrm{Tr}[e^{-\beta H_a}V^2]/Z_a$ is finite on both surfaces. Put $\theta=\tau/\beta$ with $0\le\theta\le1$. The weighted inequality of arithmetic and geometric means, $u^{1-\theta}v^{\theta}\le(1-\theta)u+\theta v$ for $u,v>0$, applied to $u=e^{-\beta E_a}$ and $v=e^{-\beta E_b}$, bounds the modulus of every term of (7) by $|V_{ab}|^2(e^{-\beta E_a}+e^{-\beta E_b})$, which does not depend on $z$. Completeness gives $\sum_b|V_{ab}|^2=\langle a|V^2|a\rangle$ and $\sum_a|V_{ab}|^2=\langle b|V^2|b\rangle$, so the bounding series converges, and

$$|C_{12}(t-i\tau)|\le(1-\theta)\langle V^2\rangle_1+\theta\,\frac{Z_2}{Z_1}\langle V^2\rangle_2. \tag{8}$$

Each term of (7) is an entire function of $z$ and the series converges uniformly on the closed strip $-\beta\le\mathrm{Im}\,z\le0$. The sum is therefore analytic inside the strip, continuous up to its edges and bounded. Outside the strip one of the two real exponentials in (7) grows with energy, and nothing is guaranteed.

On the lower edge, $\tau=\beta$, the factor $e^{-(\beta-\tau)E_a}$ equals one, and (7) becomes $\sum|V_{ab}|^2e^{-\beta E_b}e^{i(E_b-E_a)(-t)}$. This is (7) with the labels exchanged, at $\tau=0$ and time $-t$. Hence

$$Z_1\,C_{12}(t-i\beta)=Z_2\,C_{21}(-t). \tag{9}$$

Equation (9) is the Kubo-Martin-Schwinger (KMS) condition of the uncoupled problem. Let $H_0=|1\rangle H_1\langle1|+|2\rangle H_2\langle2|$, $A=V|1\rangle\langle2|$, $B=A^\dagger$ and $A(z)=e^{iH_0z}Ae^{-iH_0z}$. Then $A(t-i\beta)=e^{\beta H_0}A(t)e^{-\beta H_0}$, and cyclicity of the trace gives

$$\mathrm{Tr}\big[e^{-\beta H_0}A(t-i\beta)B\big]=\mathrm{Tr}\big[A(t)e^{-\beta H_0}B\big]=\mathrm{Tr}\big[e^{-\beta H_0}BA(t)\big]. \tag{10}$$

The left side starts and ends in state 1 and equals $Z_1C_{12}(t-i\beta)$ by (5). The right side starts and ends in state 2 and equals $\mathrm{Tr}[e^{-\beta H_2}Ve^{iH_1t}Ve^{-iH_2t}]$; moving $e^{-iH_2t}$ to the front, where it commutes with $e^{-\beta H_2}$, gives $Z_2C_{21}(-t)$.

### From KMS to detailed balance

Take the entire function $f_\eta(z)=e^{-\eta z^2}$ with $\eta>0$ and integrate $C_{12}f_\eta$ around the rectangle with corners $\pm L$ and $\pm L-i\beta$. The integrand is analytic inside and continuous on the boundary, so the contour integral vanishes. On the vertical sides $|f_\eta(\pm L-i\tau)|=e^{-\eta(L^2-\tau^2)}\le e^{-\eta(L^2-\beta^2)}$, and $C_{12}$ is bounded by (8), so these sides contribute nothing as $L\to\infty$. The two horizontal integrals are equal, and (9) rewrites the lower one:

$$\int_{-\infty}^\infty C_{12}(t)f_\eta(t)\,dt=\frac{Z_2}{Z_1}\int_{-\infty}^\infty C_{21}(-t)\,f_\eta(t-i\beta)\,dt. \tag{11}$$

This holds for every finite system and contains the correlation functions at real times only. Now let the number of bath modes grow. Assume that $Z_2/Z_1$, $C_{12}(t)$ and $C_{21}(t)$ tend to limits and that $\langle V^2\rangle_a$ stay bounded. On the real axis $|C_{12}|\le\langle V^2\rangle_1$ by (8), and likewise for $C_{21}$, so the Gaussian dominates both integrands and (11) holds for the limits. Assume finally that the limiting functions are absolutely integrable, which is the condition that makes (6) meaningful. As $\eta\to0$ both $f_\eta(t)$ and $f_\eta(t-i\beta)$ tend to one at each $t$, with $|f_\eta(t)|\le1$ and $|f_\eta(t-i\beta)|\le e^{\eta\beta^2}$, so dominated convergence applies again. Substituting $t\to-t$ on the right and multiplying by $\Delta^2$,

$$k_{12}=\frac{Z_2}{Z_1}\,k_{21}, \tag{12}$$

which is (3). No property of $W_1$, $W_2$ or $V$ entered beyond the finiteness assumptions. The same argument with a rectangle of height $\tau$ shows that

$$k_{12}=\Delta^2\int_{-\infty}^\infty C_{12}(t-i\tau)\,dt \tag{13}$$

for any $0\le\tau\le\beta$ on whose line the function is absolutely integrable.

The proof uses three things. Both initial states are thermal at the same $\beta$; a forward rate from a hot or unrelaxed donor is not covered. The Hamiltonians that generate the motion are the ones in the Boltzmann weights and do not depend on time. The rates are of order $\Delta^2$ and the populations of order $\Delta^0$; nothing is claimed about higher orders. Equation (11) also shows what happens when convergence is forced by a damping factor of finite strength. A common factor $f(t)$ in both rates preserves (12) if $f$ is analytic in the strip, continuous and bounded up to its edges, and obeys $f(t-i\beta)=f(-t)$, because the product $C_{12}f$ then still obeys (9). The Gaussian has $f_\eta(t-i\beta)=f_\eta(t)e^{2i\eta\beta t+\eta\beta^2}$ and lacks this property at finite $\eta$. A thermal bath mode has it, as shown next.

### The spin-boson model

Take $V=1$ and harmonic surfaces of equal curvature, displaced by $d_j$ along mode $j$:

$$H_{1,2}=\pm\frac\varepsilon2+\sum_j\frac12\Big[p_j^2+\omega_j^2\big(q_j\pm\tfrac12d_j\big)^2\Big], \tag{14}$$

with the upper sign for state 1, so that $\varepsilon>0$ makes $1\to2$ downhill. The vibrational spectra coincide, so $Z_2/Z_1=e^{\beta\varepsilon}$. Since $(q+d/2)^2-(q-d/2)^2=2qd$, the energy gap is

$$U=H_1-H_2=\varepsilon+\sum_j\omega_j^2d_jq_j. \tag{15}$$

Define the Huang-Rhys factors $S_j=\omega_jd_j^2/2$ and the reorganization energy $\lambda=\sum_jS_j\omega_j=\sum_j\omega_j^2d_j^2/2$. At the minimum of surface 1, $q_j=-d_j/2$, the gap is $\varepsilon-\lambda$.

The modes are independent, so the trace (5) factorizes. For one mode write $q=-d/2+(a+a^\dagger)/\sqrt{2\omega}$, so that $H_1=\varepsilon/2+\omega/2+h$ with $h=\omega a^\dagger a$. Because $\omega^2d/\sqrt{2\omega}=\omega\sqrt S$, the gap is $U=\varepsilon-S\omega+\omega\sqrt S(a+a^\dagger)$, and $H_2=H_1-U=-\varepsilon/2+\omega/2+\omega(a^\dagger-\sqrt S)(a-\sqrt S)$, as multiplying out confirms. The unitary operator $D=e^{\sqrt S(a^\dagger-a)}$ satisfies $DaD^\dagger=a-\sqrt S$, because $[a^\dagger-a,a]=-1$ ends the commutator series after one term. Thus $e^{-iH_2t}=e^{i\varepsilon t/2-i\omega t/2}De^{-iht}D^\dagger$, and with $e^{iht}ae^{-iht}=ae^{-i\omega t}$,

$$C_{12}(t)=e^{i\varepsilon t}\langle e^Xe^Y\rangle,\qquad X=\sqrt S\,(a^\dagger e^{i\omega t}-ae^{-i\omega t}),\qquad Y=-\sqrt S\,(a^\dagger-a), \tag{16}$$

averaged with $e^{-\beta h}$. The commutator is a number, $[X,Y]=-S(e^{i\omega t}-e^{-i\omega t})=-2iS\sin\omega t$, so $e^Xe^Y=e^{X+Y}e^{-iS\sin\omega t}$. The sum is $X+Y=\mu a^\dagger-\mu^*a$ with $\mu=\sqrt S(e^{i\omega t}-1)$ and $|\mu|^2=2S(1-\cos\omega t)$. The same product rule gives $e^{\mu a^\dagger-\mu^*a}=e^{-|\mu|^2/2}e^{\mu a^\dagger}e^{-\mu^*a}$. In the thermal average only equal powers of $a^\dagger$ and $a$ survive. With $r=e^{-\beta\omega}$,

$$\langle a^{\dagger k}a^k\rangle=(1-r)\sum_m\frac{m!}{(m-k)!}r^m=(1-r)\,r^k\frac{d^k}{dr^k}\frac1{1-r}=k!\,n^k,\qquad n=\frac{r}{1-r}, \tag{17}$$

so $\langle e^{\mu a^\dagger}e^{-\mu^*a}\rangle=\sum_k(-|\mu|^2)^kk!\,n^k/(k!)^2=e^{-n|\mu|^2}$. The total real exponent is $-(n+\frac12)|\mu|^2$, and $2n+1=\coth(\beta\omega/2)$. For all modes,

$$C_{12}=e^{i\varepsilon t-g(t)},\qquad C_{21}=e^{-i\varepsilon t-g(t)},\qquad g(t)=\sum_jS_j\big[\coth x_j\,(1-\cos\omega_jt)+i\sin\omega_jt\big], \tag{18}$$

with $x_j=\beta\omega_j/2$. The backward function follows from $\varepsilon\to-\varepsilon$, $d_j\to-d_j$, which leaves $S_j$ unchanged.

Writing the trigonometric functions as exponentials,

$$g(t)=\sum_jS_j\big[(n_j+1)(1-e^{-i\omega_jt})+n_j(1-e^{i\omega_jt})\big]. \tag{19}$$

The first term describes emission of a quantum into the bath and the second absorption. Under $t\to t-i\beta$, $e^{-i\omega t}$ gains the factor $e^{-\beta\omega}$ and $e^{i\omega t}$ gains $e^{\beta\omega}$. Since $(n+1)e^{-\beta\omega}=n$, the two coefficients trade places:

$$g(t-i\beta)=g(-t). \tag{20}$$

Then $C_{12}(t-i\beta)=e^{\beta\varepsilon}e^{i\varepsilon t-g(-t)}=e^{\beta\varepsilon}C_{21}(-t)$, which is (9). Halfway across the strip, $(n+1)e^{-x}=ne^{x}=1/(2\sinh x)$, so $g(t-i\beta/2)=\sum S[\coth x-\cos\omega t/\sinh x]$. Using $\coth x-1/\sinh x=\tanh(x/2)$ and (13),

$$k_{12}=\Delta^2e^{\beta\varepsilon/2}\int_{-\infty}^\infty dt\;e^{i\varepsilon t}\exp\Big\{-\sum_jS_j\Big[\tanh\frac{x_j}2+\frac{1-\cos\omega_jt}{\sinh x_j}\Big]\Big\}. \tag{21}$$

The exponent in braces is real and even in $t$, so the integral is even in $\varepsilon$, and the whole asymmetry between the two rates sits in the factor $e^{\pm\beta\varepsilon/2}$.

Define the distribution $P(E)$ of energy given to the bath by $e^{-g(t)}=\int P(E)e^{-iEt}dE$, normalized because $g(0)=0$. Then (6) and (18) give $k_{12}=2\pi\Delta^2P(\varepsilon)$ and $k_{21}=2\pi\Delta^2P(-\varepsilon)$, and detailed balance for every $\varepsilon$ reads $P(-E)=e^{-\beta E}P(E)$. Integrating over $E$, the left side gives one, and the right side is the defining integral at $t=-i\beta$:

$$\int P(E)\,e^{-\beta E}dE=e^{-g(-i\beta)}=1. \tag{22}$$

This sum rule is a necessary condition that any approximate $g$ can be tested against.

### An Ohmic bath in closed form

Replace $\sum_jS_j(\cdots)$ by $\int_0^\infty d\omega\,S(\omega)(\cdots)$ with

$$S(\omega)=\frac K\omega e^{-\omega/\omega_c},\qquad\lambda=\int_0^\infty S\omega\,d\omega=K\omega_c,\qquad b=\beta\omega_c,\qquad\kappa=\frac1b. \tag{23}$$

The basic integral is $\int_0^\infty e^{-c\omega}(1-e^{-i\omega t})\,d\omega/\omega=\ln(1+it/c)$: both sides vanish at $t=0$ and both have the derivative $i/(c+it)$. Expand $n=\sum_{m\ge1}e^{-m\beta\omega}$ in (19). The term without $n$ has $c=1/\omega_c$ and the $m$-th thermal terms have $c=\beta(m+\kappa)$. With $y=t/\beta$,

$$g=K\Big[\ln(1+i\omega_ct)+\sum_{m\ge1}\ln\frac{(m+\kappa+iy)(m+\kappa-iy)}{(m+\kappa)^2}\Big]. \tag{24}$$

Euler's limit $\Gamma(z)=\lim_{N\to\infty}N!\,N^z/[z(z+1)\cdots(z+N)]$ sums the series. In the ratio $\Gamma(1+\kappa)^2/[\Gamma(1+\kappa+iy)\Gamma(1+\kappa-iy)]$ the factorials cancel, the powers of $N$ cancel because the arguments above and below both add to $2+2\kappa$, and the product in (24) remains. Hence

$$g(t)=K\big[\ln(1+i\omega_ct)+2\ln\Gamma(1+\kappa)-\ln\Gamma(1+\kappa+iy)-\ln\Gamma(1+\kappa-iy)\big]. \tag{25}$$

Under $t\to t-i\beta$, $iy\to iy+1$. The first logarithm becomes $\ln[b(1+\kappa+iy)]$. The recurrence $\Gamma(z+1)=z\Gamma(z)$ gives $-\ln\Gamma(2+\kappa+iy)=-\ln(1+\kappa+iy)-\ln\Gamma(1+\kappa+iy)$ and $-\ln\Gamma(\kappa-iy)=\ln(\kappa-iy)-\ln\Gamma(1+\kappa-iy)$. The elementary logarithms add to $\ln[b(\kappa-iy)]=\ln(1-i\omega_ct)$, and (20) is recovered in the continuum. Absolute integrability of $e^{-g}$ follows from a bound given with (39).

### A test on unequal, anharmonic surfaces

Numbers are given in eV, times in $\hbar/\mathrm{eV}$ (written eV$^{-1}$) and mass-weighted coordinates in eV$^{-1/2}$. All parameters are round model values, and $T=300$ K, so $\beta=38.6817$ eV$^{-1}$. One mode has $W_1=\omega_1^2(q+d/2)^2/2+\gamma(q+d/2)^4$, $W_2=\omega_2^2(q-d/2)^2/2-0.1$ eV and $V=1+sq$, with $\omega_1=0.04$ eV, $\omega_2=0.06$ eV, $d=6$ eV$^{-1/2}$, $\gamma=10^{-5}$ eV$^3$ and $s=0.05$ eV$^{1/2}$, represented on a grid. At $t=31$ eV$^{-1}$ the left side of (9), from matrix exponentials at complex time, and the right side, from eigenstate sums at real time, both equal $-3.377949-4.224391\,i$. An independent Ohmic bath with $\lambda=0.2$ eV and $\omega_c=0.01$ eV multiplies both correlation functions by $e^{-g}$ and leaves $Z_2/Z_1$ unchanged. Real-time quadrature then gives $k_{12}/k_{21}=35.7386$, equal to $Z_2/Z_1=35.7386$ from the eigenvalues. When $e^{-g}$ is replaced by a real even damping, the function $e^{-g_M}$ of (39), the ratio falls to $1.2683$.

## Part II. Classical averaging on the mean surface

The symbols and results carried over are these. The rates are $k_{12}=\Delta^2\int C_{12}dt$ and $k_{21}=\Delta^2\int C_{21}dt$, with $C_{12}$ given by (5) and gap $U=H_1-H_2$; the quantum rates obey $k_{12}/k_{21}=Z_2/Z_1$. In the spin-boson model $C_{12}=e^{i\varepsilon t-g}$, $C_{21}=e^{-i\varepsilon t-g}$, $g=\sum S[\coth x(1-\cos\omega t)+i\sin\omega t]$, $x=\beta\omega/2$, $S=\omega d^2/2$, $\lambda=\sum S\omega$ and $Z_2/Z_1=e^{\beta\varepsilon}$. With $e^{-g}=\int P(E)e^{-iEt}dE$ the rates are $2\pi\Delta^2P(\pm\varepsilon)$, and detailed balance at all $\varepsilon$ requires the sum rule (22). The Ohmic bath has $S(\omega)=Ke^{-\omega/\omega_c}/\omega$, $K=\lambda/\omega_c$, $b=\beta\omega_c$.

### Why the mean surface appears

Cyclic rearrangement of (5) gives $C_{12}(t)=\mathrm{Tr}[V\chi(t)]$ with $\chi(t)=e^{-iH_2t}\,V\rho_1\,e^{iH_1t}$, an operator propagated with $H_2$ on the left and $H_1$ on the right. Put $H_m=(H_1+H_2)/2$, so that $H_1=H_m+U/2$ and $H_2=H_m-U/2$. Differentiating,

$$\dot\chi=-iH_2\chi+i\chi H_1=-i[H_m,\chi]+\frac i2\,(U\chi+\chi U). \tag{26}$$

In the Wigner representation a product of operators becomes $A\exp[\frac i2(\overleftarrow\partial_q\overrightarrow\partial_p-\overleftarrow\partial_p\overrightarrow\partial_q)]B$. Odd orders of the exponential change sign when $A$ and $B$ are exchanged and even orders do not. The commutator term of (26) therefore becomes the Poisson bracket $\{H_m,\chi\}=\partial_qH_m\partial_p\chi-\partial_pH_m\partial_q\chi$ plus terms with third and higher derivatives of $H_m$, and the last term becomes $iU\chi$ plus terms with second and higher derivatives of $U$. Dropping the higher terms,

$$\partial_t\chi=\{H_m,\chi\}+iU\chi. \tag{27}$$

The bracket is the Liouville operator of $H_m$, so along a classical trajectory $\Gamma_t=(q_t,p_t)$ of $H_m$ the total derivative is $d\chi/dt=iU\chi$, and $\chi(\Gamma_t,t)=\chi(\Gamma_0,0)\exp[i\int_0^tU(q_s)ds]$. The trace becomes a phase-space integral, which by Liouville's theorem may be taken over $\Gamma_0$. Replacing the Wigner function of $V\rho_1$ by $V(q_0)$ times a normalized classical density $\varrho$,

$$C_{12}^{\rm cl}(t)=\int d\Gamma_0\,\varrho(\Gamma_0)\,V(q_t)V(q_0)\,e^{+i\int_0^tU(q_s)ds}. \tag{28}$$

For $C_{21}$ the exchange of labels leaves $H_m$ alone and reverses the sign of $U$. For the spin-boson model $H_m$ is quadratic and $U$ is linear, so the dropped terms vanish and (27) is exact; with $V=1$ any error of (28) then lies in $\varrho$.

"Averaging on the mean surface" fixes the dynamics but not $\varrho$, and two choices must be kept apart. Scheme M uses the classical equilibrium of the mean surface, $\varrho_m=e^{-\beta H_m}/Z_m^{\rm cl}$, for both directions, so that one equilibrium simulation supplies everything. Scheme I uses the classical equilibrium of the initial surface, $\varrho_a=e^{-\beta H_a}/Z_a^{\rm cl}$ for $k_{ab}$. Since $e^{-\beta H_{1,2}}=e^{-\beta H_m}e^{\mp\beta U/2}$, averages $\langle\cdot\rangle_m$ over $\varrho_m$ give

$$\frac{Z_{1,2}^{\rm cl}}{Z_m^{\rm cl}}=\langle e^{\mp\beta U/2}\rangle_m. \tag{29}$$

For (14) the Gaussian integrals are the same on both surfaces, so $Z_2^{\rm cl}/Z_1^{\rm cl}=e^{\beta\varepsilon}$ agrees with the quantum ratio, and a failure in this model cannot be attributed to comparing classical rates with quantum partition functions.

The quantum golden-rule rates obey detailed balance under the stated assumptions, and classical averaging on the mean surface has been reduced to (28) with two choices of initial density, schemes M and I. It remains to determine whether each scheme preserves detailed balance and how large any violation is.
